# Stationary occupations of a few electrons hopping among discrete levels

**Question**

I am simulating electrons in an isolated silver grain, 3 nm across, at 50 K. I keep the six orbitals nearest the Fermi level, each with two spin states, and put six electrons in these 12 spin-orbitals. The orbitals are equally spaced by $\delta=0.00883$ eV, and $kT=0.00431$ eV. An electron hops from spin-orbital $i$ to $j$ at the rate

$$k_{ij}\,n_i(1-n_j),\qquad k_{ij}=\Gamma\,\frac{y}{e^{y}-1},\qquad y=\frac{\varepsilon_j-\varepsilon_i}{kT},$$

where $n_i$ is 0 or 1 and $\Gamma=0.1$ per ps. Pauli blocking is in the rates, and uphill hops are suppressed by the Boltzmann factor. I therefore expected the time-averaged occupations to be Fermi-Dirac. By symmetry the chemical potential is in the middle of the central gap, so the first orbital above it should have occupation $1/(e^{\delta/2kT}+1)=0.264$ per spin state. My Monte Carlo run gives 0.192, with a standard error of 0.0003. A deterministic solver for the mean occupations, with the same rates, gives 0.264. Which one is wrong, and what should the stationary state be?

**Answer**

Neither program need contain a coding error: they solve different equations. Yours keeps the electron number fixed in every configuration, while the deterministic solver discards the correlations which that constraint creates. I write $\beta=1/kT$, number the $M$ spin-orbitals by $i$, and take $N$ electrons with $0<N<M$. The levels $\varepsilon_i$ do not depend on the occupations.

**The stationary distribution**

Let $P(n)$ be the probability of configuration $n=(n_1,\dots,n_M)$, and let $n^{ij}$ be the configuration after one electron has moved from $i$ to $j$. Gain minus loss gives

$$\frac{dP(n)}{dt}=\sum_{i,j}n_i(1-n_j)\left[k_{ji}P(n^{ij})-k_{ij}P(n)\right].$$

Your rates satisfy

$$\frac{k_{ij}}{k_{ji}}=\frac{y}{e^y-1}\cdot\frac{e^{-y}-1}{-y}=\frac{1-e^{-y}}{e^y-1}=e^{-y}.$$

Since the hop changes the total energy by $\varepsilon_j-\varepsilon_i$, every bracket vanishes for

$$P(n)=\frac1Z\,e^{-\beta\sum_i\varepsilon_in_i},\qquad \sum_i n_i=N.$$

This is the canonical distribution. The Pauli factors select the allowed configurations; they do not impose the Fermi function.

It is the only stationary distribution if the open hops connect all levels. To move an electron from an occupied level $a$ to an empty level $b$, follow a path of open hops between them. The electron on the path nearest $b$ moves to $b$, the next one moves to the place just vacated, and so on back to $a$. The net effect is to empty $a$ and fill $b$. Repeating this turns any configuration into any other.

Now write an arbitrary distribution as $Q(n)=P(n)R(n)$, and let $W(n\to n')$ be the hop rate. Because $c(n,n')=P(n)W(n\to n')$ is symmetric, the master equation for $Q$ becomes

$$P(n)\frac{dR(n)}{dt}=\sum_{n'}c(n,n')\,[R(n')-R(n)].$$

Multiply by $2R(n)$, sum over $n$, and average the result with its copy in which $n$ and $n'$ are exchanged:

$$\frac{d}{dt}\sum_nP R^2=-\sum_{n,n'}c(n,n')\,[R(n')-R(n)]^2\le0.$$

The decrease stops only when $R$ is equal on all connected configurations, hence constant. So the canonical distribution is reached from any start.

Your model has 924 configurations, few enough to solve the stationary linear equations directly. The probabilities agree with the Boltzmann weights to $2\times10^{-16}$. I also replaced your rate by $\min(1,e^{-y})$ times random symmetric prefactors and allowed hops only between neighbours in a chain of the 12 spin-orbitals. The stationary state was the same to $9\times10^{-16}$. Both rate laws have $k_{ij}/k_{ji}=e^{-y}$. Among connected rate laws with this ratio, the choice sets how fast equilibrium is reached, not which equilibrium.

**Occupations at fixed number**

Let $w_i=e^{-\beta\varepsilon_i}$, and let $S_k$ be the sum of all products of $k$ different $w$'s. Then $Z=S_N$. A superscript $(i)$ means that level $i$ is left out. Configurations with level $i$ filled, or empty, give

$$\langle n_i\rangle=\frac{w_iS_{N-1}^{(i)}}{S_N},\qquad 1-\langle n_i\rangle=\frac{S_N^{(i)}}{S_N}.$$

A hand estimate shows the size of the effect. Keep only the two orbitals next to the gap and two electrons, and set $q=e^{-\delta/kT}=e^{-2.050}=0.1287$. There is one configuration of weight 1, four of weight $q$ with one electron promoted, and one of weight $q^2$. A given upper spin-orbital is filled in two of the four, and in the last:

$$\langle n_L\rangle=\frac{2q+q^2}{1+4q+q^2}=\frac{0.274}{1.531}=0.179.$$

The other four orbitals raise this to 0.192. I compared a kinetic Monte Carlo run with the full sum. It draws an exponential waiting time from the total exit rate, then picks a hop in proportion to its rate. After a warm-up block it made 1.5 million hops in 50 blocks, covering 3.0 µs; the scatter of the blocks gives the standard errors.

| Energy (eV) | Monte Carlo | Canonical | Fermi-Dirac |
|---|---|---|---|
| −0.0221 | 0.9965 | 0.9966 | 0.9941 |
| −0.0133 | 0.9734 | 0.9735 | 0.9559 |
| −0.0044 | 0.8081 | 0.8083 | 0.7360 |
| +0.0044 | 0.1921 | 0.1917 | 0.2640 |
| +0.0133 | 0.0265 | 0.0265 | 0.0441 |
| +0.0221 | 0.0035 | 0.0034 | 0.0059 |

The largest distance from the canonical column is 1.8 standard errors. The first orbital above the gap lies 209 standard errors from Fermi-Dirac.

**Why a finite system is steeper than the Fermi function**

Take the ratio of the filled and empty probabilities:

$$\frac{\langle n_i\rangle}{1-\langle n_i\rangle}=w_ir_i,\qquad r_i=\frac{S_{N-1}^{(i)}}{S_N^{(i)}}.$$

Fermi-Dirac statistics at the bath temperature would need $r_i=e^{\beta\mu}$ for every $i$. To see whether that can happen, we need the inequality

$$D_k\equiv S_k^2-S_{k-1}S_{k+1}>0\qquad(0\le k\le m)$$

for $m$ levels, with $S_{-1}=S_{m+1}=0$. It holds for $m=0$, where $D_0=1$. Adding a level of weight $w$ changes $S_k$ to $S_k+wS_{k-1}$. Multiplying out, the new $D_k$ is

$$D_k+w\,(S_kS_{k-1}-S_{k-2}S_{k+1})+w^2D_{k-1}.$$

The middle bracket is not negative: if $S_{k-2}S_{k+1}=0$ this is plain, and otherwise the inequality already proved says that $S_k/S_{k-1}$ falls with $k$, so $S_{k-1}/S_{k-2}>S_{k+1}/S_k$. At least one of $D_k$ and $D_{k-1}$ is positive, which completes the induction.

Now let $T_k$ be the sums with both $i$ and $j$ left out. Separating the terms with $j$ empty and filled,

$$r_i=\frac{T_{N-1}+w_jT_{N-2}}{T_N+w_jT_{N-1}},\qquad
\frac{\partial r_i}{\partial w_j}=\frac{T_{N-2}T_N-T_{N-1}^2}{(T_N+w_jT_{N-1})^2}<0.$$

The ratio $r_j$ is the same function evaluated at $w_i$. If $\varepsilon_i<\varepsilon_j$, then $w_i>w_j$ and hence $r_i>r_j$. Therefore

$$\ln\frac{\langle n_i\rangle}{1-\langle n_i\rangle}-\ln\frac{\langle n_j\rangle}{1-\langle n_j\rangle}>\beta(\varepsilon_j-\varepsilon_i).$$

Fermi-Dirac would give equality. So at finite temperature no choice of $\mu$ makes a finite system with fixed $N$ Fermi-Dirac at the bath temperature, unless all levels coincide. In that exceptional case each occupation is $N/M$, and the two descriptions agree at any size.

Across your central gap the left side is $2\ln(0.8083/0.1917)=2.88$, against $\delta/kT=2.05$: a factor 1.40. When $kT\ll\delta$, the four lowest excitations dominate and $\langle n_L\rangle\approx2e^{-\delta/kT}$, while the Fermi function gives $e^{-\delta/2kT}$. The factor then tends to 2, so a Fermi fit across the gap would report half the bath temperature. The absolute difference nevertheless vanishes as $T\to0$, because both distributions become the same step. That limit says nothing about large systems.

**What the deterministic solver leaves out**

Averaging $n_i$ over the master equation gives

$$\frac{d\langle n_i\rangle}{dt}=\sum_j\left[k_{ji}\langle n_j(1-n_i)\rangle-k_{ij}\langle n_i(1-n_j)\rangle\right].$$

This is exact for the model, but it contains pair averages. The solver closes it by replacing $\langle n_i(1-n_j)\rangle$ with $p_i(1-p_j)$, where $p_i$ is the mean occupation. Write $p_i/(1-p_i)=w_iz_i$. Since $k_{ij}w_i=k_{ji}w_j$, the net flow from $j$ to $i$ is

$$k_{ij}w_i(1-p_i)(1-p_j)(z_j-z_i).$$

Consider a stationary state with all $0<p_i<1$. At the level with the largest $z$ no inflow is positive, yet the flows must sum to zero. Its neighbours must have the same $z$, and so must theirs. Hence all $z_i=e^{\beta\mu}$, which is the Fermi function. It follows from the factorisation, for any number of levels.

The missing correlation is large here. Let $H$ and $L$ be one spin-orbital just below and one just above the gap:

- $\langle n_H(1-n_L)\rangle=0.708$, while the product of canonical means is 0.653.
- $\langle n_L(1-n_H)\rangle=0.091$, while the product is 0.037.

Both differences equal $-\mathrm{Cov}(n_H,n_L)=0.054$. The true averages have the ratio $0.091/0.708=0.129=e^{-\delta/kT}$ needed to balance the hops; the products do not. The source is the fixed number: since $\sum_jn_j$ cannot fluctuate, $\sum_{j\ne i}\mathrm{Cov}(n_i,n_j)=-\mathrm{Var}(n_i)$.

**When the Fermi function becomes accurate**

Choose $\mu$ so that the Fermi occupations $f_i$ sum to $N$. If levels were filled independently with probabilities $f_i$, a configuration would have probability proportional to $e^{-\beta\sum_i(\varepsilon_i-\mu)n_i}$. Among configurations with the same $N$, the factor containing $\mu$ is constant. The canonical distribution is therefore this independent distribution, conditioned on the total being $N$.

Impose the condition with $\frac1{2\pi}\int_{-\pi}^{\pi}e^{it(\sum n_j-N)}dt$. With $\phi(t)=\prod_j(1-f_j+f_je^{it})$,

$$\langle n_i\rangle=\frac{\int\phi(t)e^{-iNt}g_i(t)\,dt}{\int\phi(t)e^{-iNt}\,dt},\qquad g_i=\frac{f_ie^{it}}{1-f_i+f_ie^{it}}.$$

Define $v_i=f_i(1-f_i)$, $V=\sum_iv_i$ and $K=\sum_iv_i(1-2f_i)$. Here $V$ is the number variance that the system would have with independent filling. Each factor of $\phi$ obeys

$$|1-f+fe^{it}|^2=1-2v(1-\cos t)\le e^{-2v(1-\cos t)}.$$

Because $1-\cos t\ge2t^2/\pi^2$ on the interval, $|\phi|\le e^{-2Vt^2/\pi^2}$. (The denominator of $g_i$ cancels one factor of $\phi$, which changes $V$ here by at most 1/4.) For large $V$ only $|t|$ of order $V^{-1/2}$ matters, and we may expand:

$$\phi e^{-iNt}\approx e^{-Vt^2/2}\left(1-\frac{iKt^3}{6}\right),\qquad
g_i-f_i\approx iv_it-\frac{v_i(1-2f_i)t^2}{2}.$$

The Gaussian averages are $\langle t^2\rangle=1/V$ and $\langle t^4\rangle=3/V^2$. The $t^2$ term contributes $-v_i(1-2f_i)/2V$. The product $(iv_it)(-iKt^3/6)=v_iKt^4/6$ contributes $v_iK/2V^2$. Thus

$$\langle n_i\rangle-f_i=-\frac{v_i}{2V}\left[(1-2f_i)-\frac KV\right]+O(V^{-2}).$$

The shifts sum to zero, as they must. Since $|K|\le V$, they vanish as $1/V$. To test the $K$ term I used an uneven, quarter-filled spectrum, $\varepsilon_m=6kT[(m+\frac12)/M]^2$ with $m=0,\dots,M-1$. For $M=320$ the formula misses the exact shifts by at most 0.44% of the largest one. Going from 160 to 320 levels cuts the error by a factor 4.03, as a $V^{-2}$ remainder should.

So "large" means $V\gg1$: many levels within a few $kT$ of the chemical potential. Remote levels do not help. With the spacing fixed, widening your window from 6 to 60 orbitals leaves the occupation above the gap at 0.192, against 0.264.

For a dense ladder, $v=-kT\,df/d\varepsilon$, so $V\approx(2/\delta)\int v\,d\varepsilon=2kT/\delta$; the 2 counts spin. Symmetry gives $K=0$. With $u=1-2f$, the shift has magnitude $u(1-u^2)/8V$, which is largest at $u=1/\sqrt3$:

$$\max_i|\langle n_i\rangle-f_i|\approx\frac1{12\sqrt3\,V}=\frac{0.0481}{V}.$$

For the grain, the free-electron number below energy $E$ grows as $E^{3/2}$. There are half as many orbitals as electrons, so their density at the Fermi energy is $3N_{\rm tot}/4E_F$ and $\delta=4E_F/3N_{\rm tot}$. In atomic units $E_F=(3\pi^2\rho)^{2/3}/2$. A rough conduction-electron density for silver, $\rho=59$ nm$^{-3}$, gives $E_F=5.53$ eV. A 3 nm sphere holds $N_{\rm tot}=834$ conduction electrons, so $\delta=4(5.53)/(3\times834)=0.0088$ eV, your value. At fixed temperature and density, $V$ grows with the volume. Evaluating the Fourier formula numerically for an even electron number, with about $15kT$ of levels on each side, gives:

| Diameter (nm) | $V$ | Largest deviation | Product |
|---|---|---|---|
| 3 | 0.97 | 0.072 | 0.070 |
| 4 | 2.31 | 0.023 | 0.054 |
| 6 | 7.80 | 0.0063 | 0.049 |
| 9 | 26.3 | 0.0018 | 0.0486 |

The product approaches 0.0481. For small grains the parity of $N$ matters: with an odd number of electrons, so that one orbital is half filled, the largest deviation is 0.0365 at 3 nm and 0.022 at 4 nm, and the two parities agree to the digits shown at 9 nm. At 3 nm the leading formula is too crude: above the gap it predicts a shift of $-0.194\times0.472/(2\times0.973)=-0.047$, while the full shift is $-0.072$.

**How far this applies to a real silver grain**

Fixed $N$ is reasonable for an isolated grain: the charging energy of a 3 nm sphere in vacuum, $1/2R$ in atomic units with $R$ the radius, is 0.48 eV, far above $kT$. A surrounding dielectric lowers it. If non-interacting electrons could instead enter and leave freely, a reservoir would make the Fermi function exact at any size.

The even ladder is the weaker assumption. The formula for $\delta$ gives only a mean spacing. A perfectly spherical hard-wall box of this size would have shells of tens of degenerate spin-orbitals, roughly 0.07 to 0.3 eV apart near the Fermi level. Non-degenerate orbitals require an irregular grain, and its spacings scatter: for random Wigner-distributed spacings of mean $\delta$, nine cases in ten put the occupation above the gap between about 0.04 and 0.43. Halving the central gap, with the other spacings fixed, gives 0.340 against a Fermi value of 0.375; increasing it by half gives 0.088 against 0.177. Spin matters too. If hops conserve spin, your configurations split into seven disconnected sectors, and with three electrons of each spin the occupation is 0.126. From a start with three electrons of each spin, slow spin flips would therefore hold it near that value for a while before full equilibrium. An exchange energy $-JS(S+1)$, with total spin $S$ and a rough $J=0.1\delta$, raises the full-equilibrium value to 0.226 by favouring singly occupied orbitals. Even the first digit of 0.192 thus belongs to the model, not to silver.

Your time scale is uncertain too. With the assumed $\Gamma$, $\hbar$ times the mean exit rate is 0.0003 eV, well below $kT$, so sharp levels are consistent for typical configurations. Rare, strongly excited ones decay faster, and for them the assumption is poorer. But the grain's vibrations are discrete. For a free elastic sphere the lowest quantum is about $0.8\,hv/d$, with $d$ the diameter and $v$ the shear-wave speed; a rough 1660 m/s for silver gives 0.0018 eV. A hop that exchanges less energy than this cannot proceed by emitting or absorbing a single vibration quantum. In your ladder this affects the spin flips within one orbital, which exchange no energy. There is also an upper limit: a Debye estimate puts the highest vibration quantum of silver near 0.02 eV, so a hop over three or more spacings would need at least two quanta. Your smooth rate law is therefore doubtful at both ends. The canonical result survives a change of rates if they still obey detailed balance and connect all the configurations.
